# Projected Sternheimer Solution for the Polarizability of a Finite Insulating Lattice

## The decision: empty orbitals or linear solves

A calculation of the electronic response of a dielectric must decide where to spend its effort. It can construct empty orbitals and sum over transitions into them, or it can solve one linear equation for each occupied orbital and field direction. The first choice raises a convergence question: how many empty orbitals are enough? In the 120-site lattice treated below, the lowest 45 of the 60 empty orbitals give 95.0 % of one diagonal polarizability element, and the lowest 30 give 76.5 %. The second choice removes this truncation and leaves an iteration error, which can be bounded while the calculation runs.

The quantity computed is the static polarizability of a finite body with a fixed one-electron Hamiltonian $H$. The potential induced by the displaced electrons is left out, so this is an independent-particle response. A bulk permittivity would require that induced potential and the limit of a large body.

## From the dipole to a linear equation

Let $H$ be real and symmetric in an orthonormal site basis. Its $n$ lowest orbitals $\psi_v$, with energies $\varepsilon_v$, each hold two electrons, and a gap separates them from the empty orbitals $\psi_c$. The position operators $x_i$ are diagonal in the site basis. The electron charge is $-e$, and $e=1$ in formulas. A field $F$ along direction $j$ exerts the force $-F$ on an electron, so its potential energy is $+Fx_j$. The dipole, apart from a constant due to the fixed ions, is

$$p_i=-2\sum_v\langle\psi_v|x_i|\psi_v\rangle,\qquad \alpha_{ij}=\left.\frac{\partial p_i}{\partial F_j}\right|_{F=0}.$$

Write the orbital in the field as $\psi_v+F\psi_v^{(1)}+\dots$ and its energy as $\varepsilon_v+F\varepsilon_v^{(1)}+\dots$. The terms linear in $F$ in the eigenvalue equation give

$$(H-\varepsilon_v)\psi_v^{(1)}=-(x_j-\varepsilon_v^{(1)})\psi_v .$$

If occupied levels are degenerate, the $\psi_v$ are first chosen so that they vary smoothly with the field. The final sum is unchanged by a rotation within a degenerate level, so any basis may then be used.

Define $P=\sum_v|\psi_v\rangle\langle\psi_v|$ and $Q=1-P$. Since $Q$ commutes with $H$ and $Q\psi_v=0$, applying $Q$ removes the energy correction:

$$(H-\varepsilon_v)Q\psi_v^{(1)}=-Qx_j\psi_v .$$

The part $P\psi_v^{(1)}$ is not needed. Differentiating the dipole gives a factor 2 for spin and a factor 2 because both bra and ket change:

$$\alpha_{ij}=-4\sum_v\langle\psi_v|x_i|\psi_v^{(1)}\rangle .$$

The occupied part contributes $-4\sum_{vv'}\langle\psi_v|x_i|\psi_{v'}\rangle\langle\psi_{v'}|\psi_v^{(1)}\rangle$. Orthonormality at first order requires $\langle\psi_{v'}|\psi_v^{(1)}\rangle+\langle\psi_v|\psi_{v'}^{(1)}\rangle=0$. The second factor is therefore antisymmetric in $v,v'$, the first is symmetric, and the double sum vanishes.

Now set $u_{v,j}=Q\psi_v^{(1)}$ and $b_{v,j}=-Qx_j\psi_v$. The equation to be solved is

$$A_vu_{v,j}=b_{v,j},\qquad A_v=H-\varepsilon_v+sP,$$

and the polarizability is

$$\alpha_{ij}=4\sum_v\langle b_{v,i}|u_{v,j}\rangle .$$

The sign is positive because the minus sign in $b_{v,i}$ absorbs the one in front of the previous sum. The shift $s$ acts on the occupied space alone. As $A_v$ does not couple the two spaces and $b_{v,j}$ has no occupied part, the solution has none either and does not depend on $s$, provided $A_v$ is invertible.

To compare with the sum over states, expand $u_{v,j}$ in empty orbitals. Projection of the equation on $\psi_c$ gives $(\varepsilon_c-\varepsilon_v)\langle\psi_c|u_{v,j}\rangle=-\langle\psi_c|x_j|\psi_v\rangle$, and hence

$$\alpha_{ij}=4\sum_{v,c}\frac{\langle\psi_v|x_i|\psi_c\rangle\langle\psi_c|x_j|\psi_v\rangle}{\varepsilon_c-\varepsilon_v}.$$

This expansion serves the proof. The solver obtains $Q$ from $1-P$ and never separates $u_{v,j}$ into empty eigenvectors, although the vector itself lies in the empty space.

## A lattice with a proven gap

The example is an open cubic lattice with $H=\Delta S+T+W$. Here $S$ is $+1$ on one sublattice and $-1$ on the other, $T$ has elements $-t$ between nearest neighbours, and $W$ is a site-energy modulation of magnitude at most $w<\Delta$. One side of the box has an even number of sites, so the sublattices are equally large.

Because $T$ connects opposite sublattices, $ST+TS=0$. With $S^2=1$ this gives

$$(\Delta S+T)^2=\Delta^2+T^2 .$$

No row of $T$ has more than six nonzero elements. Evaluating $T\phi=\tau\phi$ at the site where $|\phi|$ is largest shows that $|\tau|\le6t$. The levels of $\Delta S+T$ therefore have magnitudes between $\Delta$ and $\sqrt{\Delta^2+36t^2}$. If $T$ is switched on continuously, no level can cross zero, so half remain negative and half positive, as at $T=0$. By the min–max principle, $W$ moves each ordered level by at most $w$. Half the levels of $H$ thus lie in $[-U,-L]$ and half in $[L,U]$, with

$$L=\Delta-w,\qquad U=\sqrt{\Delta^2+36t^2}+w .$$

The round parameters $t=1$ eV, $\Delta=2.5$ eV and $w=0.5$ eV give $L=2$ eV and $U=\sqrt{6.25+36}+0.5=7$ eV. The spacing is $a=2$ Å. The $6\times5\times4$ box has 120 sites and 60 occupied orbitals.

## Occupied orbitals by filtering

The occupied space is found with a block of exactly $n$ vectors, initially random. Let $T_m$ (with an index) denote the Chebyshev polynomial, and let

$$z(H)=\frac{H-(U+L)/2}{(U-L)/2}.$$

The recurrence $T_{m+1}(z)=2zT_m(z)-T_{m-1}(z)$, with $T_0=1$ and $T_1=z$, needs only products of $H$ with the block. On $[L,U]$ one has $|z|\le1$ and $|T_m(z)|\le1$. At an occupied level $|z|\ge(U+3L)/(U-L)=2.6$, where

$$|T_{10}(z)|\ge\tfrac12\left(2.6+\sqrt{2.6^2-1}\right)^{10}=\tfrac12\,5^{10}\approx4.9\times10^6 .$$

Each pass of degree 10 therefore suppresses empty components relative to occupied ones by at least this factor. After each pass the block is orthonormalized and $H$ is diagonalized within it, a Rayleigh–Ritz step. Three passes sufficed, and the resulting projector agrees with that from full diagonalization to about $10^{-15}$ in every element.

## The shift and the condition number

With $\varepsilon_1$ the lowest occupied level, choose $s=L-\varepsilon_1$. On the occupied space the eigenvalues of $A_v$ are $\varepsilon_{v'}-\varepsilon_v+s$. They are at least $L-\varepsilon_v$. They are at most $U-\varepsilon_v$, since $\varepsilon_{v'}-\varepsilon_1\le-L+U$. The empty eigenvalues $\varepsilon_c-\varepsilon_v$ lie in the same interval. Hence $A_v$ is positive definite, and its condition number is at most

$$\frac{U-\varepsilon_v}{L-\varepsilon_v}=1+\frac{U-L}{L-\varepsilon_v}\le\frac{U+L}{2L}\equiv\kappa ,$$

where the last step uses $\varepsilon_v\le-L$. Here $\kappa=9/4$.

For the highest occupied orbital, at $-2.1515$ eV, the lowest eigenvalue of $H-\varepsilon_v$ is $-5.7651+2.1515=-3.6136$ eV. With $s=2+5.7651=7.7651$ eV it becomes $4.1515$ eV. Without the shift, positivity for every occupied orbital would be guaranteed only within the empty space, and the iteration would rely on keeping rounding errors out of the occupied space.

## Conjugate gradients

For one orbital and direction, drop the indices on $A_v$, $u$ and $b$. Start with $u_0=0$ and $r_0=d_0=b$, and iterate

$$a_k=\frac{\|r_k\|^2}{\langle d_k|A|d_k\rangle},\quad u_{k+1}=u_k+a_kd_k,\quad r_{k+1}=r_k-a_kAd_k,$$

$$\beta_k=\frac{\|r_{k+1}\|^2}{\|r_k\|^2},\qquad d_{k+1}=r_{k+1}+\beta_kd_k .$$

(The step $a_k$ carries an index; the lattice spacing $a$ does not.) The residuals are mutually orthogonal and the directions satisfy $\langle d_i|A|d_j\rangle=0$ for $i\ne j$. To see this by induction, suppose it holds up to $k$.

- Since $r_j=d_j-\beta_{j-1}d_{j-1}$, the product $\langle r_j|A|d_k\rangle$ vanishes for $j<k$ and equals $\langle d_k|A|d_k\rangle$ for $j=k$. The choice of $a_k$ then makes $r_{k+1}$ orthogonal to all earlier residuals.
- Since $Ad_j=(r_j-r_{j+1})/a_j$, the product $\langle d_{k+1}|A|d_j\rangle$ vanishes for $j<k$. For $j=k$ it equals $(-\|r_{k+1}\|^2+\beta_k\|r_k\|^2)/a_k=0$.

Thus $r_k$ is orthogonal to the space spanned by $b,Ab,\dots,A^{k-1}b$, which contains $u_k$. Let $\delta_k=u-u_k$ be the error, so that $r_k=A\delta_k$, and define $\|\delta\|_A^2=\langle\delta|A|\delta\rangle$. For any $y$ in that space,

$$\|\delta_k-y\|_A^2=\|\delta_k\|_A^2-2\langle y|r_k\rangle+\|y\|_A^2=\|\delta_k\|_A^2+\|y\|_A^2 .$$

So $u_k$ has the smallest error in this norm. Equivalently, $\|\delta_k\|_A$ is minimal among all $\|q(A)u\|_A$ with $q$ a polynomial of degree at most $k$ and $q(0)=1$. Mapping the spectral interval to $[-1,1]$ and taking a Chebyshev polynomial normalized at zero gives

$$\frac{\|\delta_k\|_A}{\|u\|_A}\le\frac{1}{T_k\!\left(\frac{\kappa+1}{\kappa-1}\right)}=\frac{2}{\rho^{-k}+\rho^{k}}\le2\rho^k,\qquad \rho=\frac{\sqrt\kappa-1}{\sqrt\kappa+1}.$$

The equality follows from $T_k(z)=\frac12(\zeta^k+\zeta^{-k})$ with $\zeta=z+\sqrt{z^2-1}$, which here equals $(\sqrt\kappa+1)^2/(\kappa-1)=1/\rho$. For $\kappa=9/4$, $\rho=0.5/2.5=0.2$.

## Error of the polarizability

For approximate solutions $\tilde u$ with residuals $r$, use

$$\tilde\alpha_{ij}=4\sum_v\left(\langle b_{v,i}|\tilde u_{v,j}\rangle+\langle\tilde u_{v,i}|r_{v,j}\rangle\right).$$

Insert $b_{v,i}=A_vu_{v,i}$ and $r_{v,j}=A_v\delta_{v,j}$:

$$\alpha_{ij}-\tilde\alpha_{ij}=4\sum_v\left(\langle u_{v,i}|A_v|\delta_{v,j}\rangle-\langle\tilde u_{v,i}|A_v|\delta_{v,j}\rangle\right)=4\sum_v\langle\delta_{v,i}|A_v|\delta_{v,j}\rangle .$$

The error is quadratic in $\delta$ and forms a positive semidefinite matrix. For $i=j$ the correction term vanishes by the orthogonality just shown, so the simple formula already has a quadratic error. In exact arithmetic, diagonal elements approach their limit from below and never decrease from one iteration to the next, because the search spaces are nested.

Two bounds follow. From $\delta=A_v^{-1}r$ and the lowest eigenvalue of $A_v$,

$$0\le\alpha_{ii}-\tilde\alpha_{ii}\le4\sum_v\frac{\|r_{v,i}\|^2}{L-\varepsilon_v}.$$

This can be evaluated during the run. From the Chebyshev estimate and $\|u\|_A^2=\langle b|u\rangle$,

$$\alpha_{ii}-\tilde\alpha_{ii}\le4\sum_v4\rho^{2k}\langle b_{v,i}|u_{v,i}\rangle=4\rho^{2k}\alpha_{ii}.$$

Divided by $\alpha_{ii}$, this gives a bound $4\rho^{2k}$ on the relative error that is known in advance and does not depend on lattice size. Both bounds assume accurate occupied orbitals and a true lower bound $L$ on the empty levels that lies above the occupied ones. The second also needs a true upper bound $U$ on the empty levels and an energy zero for which every $\varepsilon_v\le-L$, as in this lattice. Where $L$ is merely estimated, the residual formula becomes an estimate as well.

## Reading the numbers

The full values appear in the numerical output. Sternheimer solution and sum over states give, in e²Å²/eV,

$$\alpha_{xx}=6.5466,\quad\alpha_{yy}=6.4581,\quad\alpha_{zz}=5.6905,$$

with off-diagonal elements of magnitude at most 0.0201. The two tensors differ by no more than $1.1\times10^{-14}$. A third route differentiates the dipole of the lattice diagonalized in small finite fields. Central differences at steps $f$ and $f/2$ are combined as $[4D(f/2)-D(f)]/3$, which cancels the error proportional to $f^2$. It agrees to $7.5\times10^{-11}$ and checks the signs and factors of the perturbation theory, which the other two routes share.

The mean of the diagonal is $(6.5466+6.4581+5.6905)/3=6.2317$ e²Å²/eV. Multiplication by $e^2/(4\pi\varepsilon_0)=14.3996$ eV Å gives a polarizability volume of 89.73 Å³.

For $\alpha_{xx}$, iteration gives these errors in e²Å²/eV:

| $k$ | error | residual bound | advance bound |
|---|---|---|---|
| 1 | $3.97\times10^{-2}$ | $4.98\times10^{-2}$ | $1.05$ |
| 2 | $5.06\times10^{-4}$ | $6.91\times10^{-4}$ | $4.19\times10^{-2}$ |
| 4 | $1.83\times10^{-7}$ | $2.51\times10^{-7}$ | $6.70\times10^{-5}$ |

The advance bound at $k=1$ is $4\times0.04\times6.5466=1.05$. After two iterations the error relative to $\alpha_{xx}$ is $7.7\times10^{-5}$, and the residual bound, only about 1.4 times the error, certifies $1.1\times10^{-4}$. A target of one part in a thousand is therefore met at $k=2$.

Between $k=1$ and $k=6$, the error falls by a factor of 50 to 80 per iteration, while the advance bound falls by $1/\rho^2=25$. Using one $\kappa$ for all orbitals explains only a small part of this. For the lowest orbital the condition bound is $(7+5.765)/(2+5.765)=1.64$, a factor of about 65 per iteration, but the error is carried mostly by the upper occupied orbitals, and for the highest one the bound $(7+2.152)/(2+2.152)=2.20$ gives a factor of only 26. The larger part comes from the interval $[L,U]$, which is wider than the empty levels, lying between 2.190 and 5.767 eV. With these edges the condition number for the highest occupied orbital is $(5.767+2.152)/(2.190+2.152)=1.82$, and the factor becomes 45.

For the residual itself, $\|r_k\|\le\sqrt{\lambda_{\max}}\|\delta_k\|_A$ and $\|u\|_A\le\|r_0\|/\sqrt{\lambda_{\min}}$, where $\lambda_{\min}$ and $\lambda_{\max}$ bound the spectrum of $A_v$. Hence $\|r_k\|\le2\sqrt\kappa\,\rho^k\|r_0\|$. A relative residual of $10^{-12}$ requires at most the first integer above $\ln(3\times10^{12})/\ln5=17.9$, which is 18. The runs took 14 iterations for 120 sites and 15 for 336 sites.

## Two limits

**Strong stagger.** Take $w=0$ and $t\ll\Delta$. To first order, a state on a low site $B$ acquires the amplitude $t/(2\Delta)$ on a neighbouring high site $A$, and the state on $A$ acquires $-t/(2\Delta)$ on $B$. The transition element is $(t/2\Delta)(x_A-x_B)$, and the energy denominator is $2\Delta$. Each bond along $x$ thus contributes

$$4\left(\frac{ta}{2\Delta}\right)^2\frac{1}{2\Delta}=\frac{t^2a^2}{2\Delta^3}.$$

With the present $t$, $a$ and $\Delta$ this is 0.128 e²Å²/eV. The box has 100 bonds along $x$, so the estimate for $\alpha_{xx}$ is 12.8 e²Å²/eV, about twice the computed value. The expansion is not reliable here: a state on an interior low site acquires a first-order weight of $6(t/2\Delta)^2=6\times0.04=0.24$ on its six neighbours, which is not small.

**Vanishing gap bound.** The gap is guaranteed to be at least $2L$. As $L\to0$ at fixed $U$, $\kappa\approx U/(2L)$ and $\ln(1/\rho)\approx2/\sqrt\kappa$. The bound on the iteration count for relative residual $\eta$ becomes $\frac12\sqrt\kappa\,\ln(2\sqrt\kappa/\eta)$. It grows roughly as $L^{-1/2}$, and this bound, fixed before any orbital is known, is lost at $L=0$, even if the true gap is still open there. The orbital-wise condition bound $(U-\varepsilon_v)/(L-\varepsilon_v)$ and the residual bound remain finite as long as the computed occupied levels lie below $L$. A metal, with partly filled levels, needs a different formulation.

## What happens without the projection

Suppose $b_{v,j}$ is replaced by $-x_j\psi_v$, without $Q$, both in the linear equation and in the final sum for $\alpha_{jj}$. The operator still keeps the two spaces apart, so the empty part is correct, but the occupied part adds

$$4\sum_{v,v'}\frac{|\langle\psi_{v'}|x_j|\psi_v\rangle|^2}{\varepsilon_{v'}-\varepsilon_v+s}$$

to $\alpha_{jj}$. In the example $\alpha_{xx}$ becomes 363.5 instead of 6.5 e²Å²/eV. Moving the coordinate origin so that $x\to x+10$ Å raises it to 3454.2. The increase is mainly the diagonal term $4\times60\times10^2/7.765=3090.8$; the term linear in the displacement supplies the remaining $-0.1$. With the projection, $Q(x+d)\psi_v=Qx\psi_v$ for any constant $d$, and the result does not move. If the same $Q$ is applied to every orbital, recomputing the right-hand sides $b_{v,j}$ with a displaced origin is thus an inexpensive check that $Q\psi_v=0$ for all occupied orbitals. The check would not reveal a faulty projection that removes from each right-hand side only its own $\psi_v$ and leaves the other occupied orbitals in place.

## Cost and scope

Each iteration applies $H$ once per occupied orbital and direction: two iterations here mean $60\times3\times2=360$ products of $H$ with a vector. Finding the occupied orbitals costs more: the three filter passes of degree 10 take $3\times10\times60=1800$ such products, besides those for the Rayleigh–Ritz steps. Applying $P$ to all $n$ vectors on $N$ sites costs of order $n^2N$ operations, against $N^3$ for dense full diagonalization. At half filling, $n=N/2$, the two scale alike. The same holds at any other fixed ratio $n/N$, but the ratio of the two operation counts, of order $(N/n)^2$, favours the projection when the basis is much larger than the number of occupied orbitals.

If $H$ depends on the electron density, the field also changes $H$. The operator $x_j$ in $b_{v,j}$ must then be supplemented by the first-order change of the potential per unit field, which itself depends on the solutions $u_{v,j}$. The linear equations keep their form but have to be solved self-consistently. At a given potential, the bounds on the error norm and the residual of each linear solve still hold. The bounds on $\alpha_{ii}$ do not carry over, because the dipole then combines the bare $x_i$ with the response to the supplemented potential, and the error is no longer the quadratic form derived above.

## Values computed for the example and the checks

```
lattice (6, 5, 4): 120 sites, 60 occupied orbitals
hopping t = 1.0 eV, stagger Delta = 2.5 eV
modulation w = 0.5 eV, spacing = 2.0 A
bounds L = 2.0000 eV, U = 7.0000 eV
condition bound kappa = 2.2500, rho = 0.2000
lowest occupied level = -5.765066 eV
highest occupied level = -2.151514 eV
lowest empty level (reference) = 2.190189 eV
gap (reference) = 4.341703 eV
Chebyshev filter passes (degree 10) = 3
largest projector error = 1.1e-15
shift s = 7.765066 eV
HOMO operator, lowest eigenvalue, s = 0: -3.6136 eV
HOMO operator, lowest eigenvalue, with s: 4.1515 eV
polarizability in e^2 A^2/eV: Sternheimer, sum over states, field
  xx: 6.5465546  6.5465546  6.5465546
  yy: 6.4580725  6.4580725  6.4580725
  zz: 5.6905085  5.6905085  5.6905085
  xy: -0.0119416  -0.0119416  -0.0119416
  xz: -0.0200758  -0.0200758  -0.0200758
  yz: -0.0068226  -0.0068226  -0.0068226
largest difference from sum over states = 1.1e-14 e^2 A^2/eV
largest difference from finite field = 7.5e-11 e^2 A^2/eV
finite-field step = 0.0020 V/A
largest overlap of solutions with occupied space = 6.5e-16 A/eV
HOMO part of xx, Sternheimer = 0.2039224 e^2 A^2/eV
HOMO part of xx, sum over states = 0.2039224 e^2 A^2/eV
mean polarizability = 6.231712 e^2 A^2/eV
e^2/(4 pi eps0) = 14.399645 eV A
mean polarizability volume = 89.7344 A^3
k, xx, error, residual bound, a priori bound (e^2 A^2/eV)
  1: 6.50685470  3.97e-02  4.98e-02  1.05e+00
  2: 6.54604904  5.06e-04  6.91e-04  4.19e-02
  3: 6.54654464  9.93e-06  1.37e-05  1.68e-03
  4: 6.54655438  1.83e-07  2.51e-07  6.70e-05
  6: 6.54655456  6.12e-11  8.41e-11  1.07e-07
xx from truncated sum over states (e^2 A^2/eV), share of full
  15 empty orbitals: 2.870224, 43.84 %
  30 empty orbitals: 5.011146, 76.55 %
  45 empty orbitals: 6.221682, 95.04 %
  60 empty orbitals: 6.546555, 100.00 %
xx without projection = 363.5379 e^2 A^2/eV
xx without projection, origin moved 10 A = 3454.2214 e^2 A^2/eV
iterations to relative residual 1e-12 = 14
iterations on lattice (8, 7, 6), 336 sites = 15
proven iteration bound = 18
```
